# Recursion levels and the constant tail in a local density of states: verification in Python

```python
# Result under test: N recursion steps from one orbital, closed by a constant
# tail (a, b), give a non-negative local density of states (LDOS)
#   n(E) = sin(theta) / (pi b |p_N - b_N exp(-i theta) p_(N-1) / b|^2),
#   E = a + 2 b cos(theta),
# with the exact moments 0..2N of the crystal, provided no state splits off.
# alpha[n], beta[n]: recursion coefficients a_n and b_(n+1), in eV.
# p_k: orthonormal polynomials of the LDOS. Lengths of hops: half lattice units.
# Example: five d orbitals on fcc Rh, rough parameters, bulk and (001) surface.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

N = 12
SIGMA, PI_BOND, DELTA = -0.84, 0.56, -0.14      # eV, rough for Rh
ELECTRONS = 8                                    # d electrons per atom, rough
LATTICE_NM, FILM_NM, TEMPERATURE = 0.38, 5.0, 378.0
HALF_WINDOW = 0.15                               # eV, for averaged densities

# ---------- d orbitals as traceless symmetric matrices, angular momentum ------
r2, r6 = np.sqrt(2), np.sqrt(6)
Q = np.zeros((5, 3, 3))                          # xy, yz, zx, x2-y2, 3z2-r2
for orb, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    Q[orb, i, j] = Q[orb, j, i] = 1 / r2
Q[3] = np.diag([1, -1, 0]) / r2
Q[4] = np.diag([-1, -1, 2]) / r6
L = np.zeros((3, 5, 5), complex)
for axis in range(3):
    A = np.cross(np.eye(3)[axis], np.eye(3)).T   # A v = e_axis x v
    for j in range(5):
        L[axis, :, j] = 1j * np.einsum('iab,ba->i', Q, A @ Q[j] - Q[j] @ A)


def hop_matrix(R):
    d = np.array(R) / np.linalg.norm(R)
    Ld = np.einsum('k,kij->ij', d, L)
    M, one = (Ld @ Ld).real, np.eye(5)
    return (SIGMA * (M - one) @ (M - 4 * one) / 4
            - PI_BOND * M @ (M - 4 * one) / 3 + DELTA * M @ (M - one) / 12)


cells = list(itertools.product(range(-2, 3), repeat=3))
near = [(np.array(R), hop_matrix(R)) for R in cells if np.dot(R, R) == 2]
second = [(np.array(R), 2**-2.5 * hop_matrix(R)) for R in cells
          if np.dot(R, R) == 4 and max(np.abs(R)) == 2]
assert len(near) == 12 and len(second) == 6
# hopping matrices against direction-cosine expressions
T110, T011 = hop_matrix((1, 1, 0)), hop_matrix((0, 1, 1))
assert abs(T110[0, 0] - (0.75 * SIGMA + 0.25 * DELTA)) < 1e-12
assert abs(T110[4, 4] - (0.25 * SIGMA + 0.75 * DELTA)) < 1e-12
assert abs(T011[0, 2] - 0.5 * (PI_BOND - DELTA)) < 1e-12


# ---------- recursion in real space -------------------------------------------
def recursion(orbital, surface):
    side, c = 2 * N + 3, N + 1
    u = np.zeros((side, side, side, 5))
    u[c, c, c, orbital] = 1.0
    previous, b_last = np.zeros_like(u), 0.0
    alpha, beta = [], []
    for _ in range(N):
        v = np.zeros_like(u)
        for R, T in near:
            v += np.roll(u @ T, tuple(int(x) for x in R), axis=(0, 1, 2))
        if surface:
            v[:, :, c + 1:] = 0.0                # vacuum above the top layer
        alpha.append(np.sum(u * v))
        v -= alpha[-1] * u + b_last * previous
        b_last = np.sqrt(np.sum(v * v))
        beta.append(b_last)
        previous, u = u, v / b_last
    return np.array(alpha), np.array(beta)


labels = ['bulk t2g', 'bulk eg', 'surf xy', 'surf yz,zx', 'surf x2-y2',
          'surf 3z2-r2']
orbitals = [0, 3, 0, 1, 3, 4]
multiplicity = np.array([3, 2, 1, 2, 1, 1])
chains = [recursion(o, s > 1) for s, o in enumerate(orbitals)]


def jacobi(chain):
    alpha, beta = chain
    return np.diag(alpha) + np.diag(beta[:-1], 1) + np.diag(beta[:-1], -1)


def split_off(chain, a, b):
    J, tail = jacobi(chain), np.zeros((N, N))
    tail[-1, -1] = chain[1][-1]**2 / b
    return int(np.sum(np.linalg.eigvalsh(J + tail) > a + 2 * b)
               + np.sum(np.linalg.eigvalsh(J - tail) < a - 2 * b))


# ---------- choice of the tail: narrowest band without split-off states -------
ritz = np.array([np.linalg.eigvalsh(jacobi(ch)) for ch in chains])
a_tail = 0.5 * (ritz.min() + ritz.max())
half_extent = 0.5 * (ritz.max() - ritz.min())
low, high = 0.45 * half_extent, half_extent
assert all(split_off(ch, a_tail, high) == 0 for ch in chains)
for _ in range(50):
    middle = 0.5 * (low + high)
    if any(split_off(ch, a_tail, middle) for ch in chains):
        low = middle
    else:
        high = middle
b_min, b_tail = high, 1.01 * high

# ---------- terminated LDOS ---------------------------------------------------
POINTS = 8000
theta = np.pi - (np.arange(POINTS) + 0.5) * np.pi / POINTS
energy = a_tail + 2 * b_tail * np.cos(theta)
edges = a_tail - 2 * b_tail * np.cos(np.arange(POINTS + 1) * np.pi / POINTS)


def polynomials(chain, E):
    alpha, beta = chain
    p = [np.ones_like(E), (E - alpha[0]) / beta[0]]
    for n in range(1, N):
        p.append(((E - alpha[n]) * p[n] - beta[n - 1] * p[n - 1]) / beta[n])
    return np.array(p)


def density(chain, a, b, angle):
    p = polynomials(chain, a + 2 * b * np.cos(angle))
    D = p[-1] - chain[1][-1] * np.exp(-1j * angle) / b * p[-2]
    return np.sin(angle) / (np.pi * b * np.abs(D)**2)


def fraction_density(chain, a, b, E, eta=1e-9):
    z = E + 1j * eta
    w = z - a
    g = w / (2 * b**2) * (1 - np.sqrt(1 - 4 * b**2 / w**2))
    for an, bn in zip(chain[0][::-1], chain[1][::-1]):
        g = 1 / (z - an - bn**2 * g)
    return -g.imag / np.pi


ldos = np.array([density(ch, a_tail, b_tail, theta) for ch in chains])
weights = ldos * 2 * b_tail * np.sin(theta) * np.pi / POINTS
cumulative = np.hstack([np.zeros((6, 1)), np.cumsum(weights, axis=1)])
inner = (theta > 0.1) & (theta < np.pi - 0.1)
by_fraction = np.array([fraction_density(ch, a_tail, b_tail, energy[inner])
                        for ch in chains])
assert np.max(np.abs(by_fraction - ldos[:, inner])) < 1e-6
assert by_fraction.min() > 0

# ---------- a tail that is too narrow: split-off states and their weight ------
worst = int(np.argmin(ritz.min(axis=1)))
b_narrow = 0.45 * half_extent
alpha, beta = chains[worst]
long_e, long_v = eigh_tridiagonal(np.r_[alpha, np.full(800, a_tail)],
                                  np.r_[beta, np.full(799, b_narrow)])
outside = np.abs(long_e - a_tail) > 2 * b_narrow
narrow_count = split_off(chains[worst], a_tail, b_narrow)
narrow_weight = np.sum(long_v[0, outside]**2)
narrow_band = np.sum(density(chains[worst], a_tail, b_narrow, theta)
                     * 2 * b_narrow * np.sin(theta)) * np.pi / POINTS
assert narrow_count == outside.sum() >= 1
assert abs(1 - narrow_band - narrow_weight) < 1e-6

# ---------- direct diagonalization: bulk by Bloch waves -----------------------
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])


def mesh(size, shift, dim):
    f = (np.arange(size) + shift) / size
    return np.array(np.meshgrid(*[f] * dim, indexing='ij')).reshape(dim, -1).T


def bloch(fractions, hops):
    H = np.zeros((len(fractions),) + hops[0][1].shape)
    for R, T in hops:
        phase = 2 * np.pi * fractions @ (R @ np.linalg.inv(primitive))
        H += np.cos(phase)[:, None, None] * T
    return H


k_bulk = mesh(36, 0.5, 3)
nk = len(k_bulk)
H_bulk = bloch(k_bulk, near)
e_bulk, v_bulk = np.linalg.eigh(H_bulk)
symmetric_e = np.linalg.eigvalsh(bloch(mesh(24, 0.0, 3), near))
bottom = min(symmetric_e.min(), e_bulk.min())
top = max(symmetric_e.max(), e_bulk.max())

# ---------- direct diagonalization: (001) slab --------------------------------
k_plane = 2 * np.pi * mesh(2 * N + 1, 0.5, 2) @ np.linalg.inv(
    np.array([[1, 1], [1, -1]])).T
H_slab = np.zeros((len(k_plane), N + 1, 5, N + 1, 5), complex)
for R, T in near:
    phase = np.exp(1j * k_plane @ R[:2])[:, None, None]
    for layer in range(N + 1):
        if 0 <= layer + R[2] <= N:
            H_slab[:, layer, :, layer + R[2], :] += phase * T
e_slab, v_slab = np.linalg.eigh(H_slab.reshape(len(k_plane), 5 * N + 5, -1))
assert e_slab.min() > bottom - 0.01 and e_slab.max() < top + 0.01
assert ritz.min() > bottom - 0.01 and ritz.max() < top + 0.01
assert abs(a_tail - 2 * b_tail - bottom) < 0.1 * (top - bottom)
assert abs(a_tail + 2 * b_tail - top) < 0.1 * (top - bottom)

# ---------- moments and integrated LDOS against diagonalization ---------------
moment_error, next_error, count_error, count_bound = [], [], [], []
direct_cumulative = []
test_e = np.linspace(bottom + 0.02, top - 0.02, 400)
for s, (orb, chain) in enumerate(zip(orbitals, chains)):
    ev, vec = (e_bulk, v_bulk) if s < 2 else (e_slab, v_slab)
    w = (np.abs(vec[:, orb, :])**2).ravel() / len(ev)
    ev = ev.ravel()
    x = (ev - a_tail) / (2 * b_tail)
    t_old, t_new, direct = np.ones_like(x), x, [w.sum()]
    for _ in range(2 * N + 1):
        direct.append(np.sum(w * t_new))
        t_old, t_new = t_new, 2 * x * t_new - t_old
    ours = np.array([np.sum(weights[s] * np.cos(k * theta))
                     for k in range(2 * N + 2)])
    gap = np.abs(ours - np.array(direct))
    moment_error.append(gap[:-1].max())
    next_error.append(gap[-1])
    order = np.argsort(ev)
    direct_cumulative.append((ev[order], np.r_[0, np.cumsum(w[order])]))
    exact = direct_cumulative[-1][1][np.searchsorted(ev[order], test_e)]
    difference = np.abs(np.interp(test_e, edges, cumulative[s]) - exact)
    limit = 1 / np.sum(polynomials(chain, test_e)**2, axis=0)
    assert np.all(difference < limit + 1e-5)     # 1e-5: quadrature of the sum
    count_error.append(difference.max())
    count_bound.append(limit.max())
    if s == 0:
        mu4_direct = np.sum(w * ev**4)
        mu4_ours = np.sum(weights[0] * energy**4)
        series = 1 + 2 * sum(ours[k] * np.cos(k * theta)
                             for k in range(1, 2 * N + 1))
        series_min = (series / (2 * np.pi * b_tail * np.sin(theta)))[inner].min()
assert max(moment_error) < 1e-9
assert max(next_error) > 1e-6
assert abs(mu4_ours - mu4_direct) < 1e-8 * mu4_direct

# ---------- second-moment sum rule --------------------------------------------
second_moment = np.array([ch[1][0]**2 + ch[0][0]**2 for ch in chains])
bond = SIGMA**2 + 2 * PI_BOND**2 + 2 * DELTA**2
mu2_bulk = np.sum((multiplicity * second_moment)[:2])
mu2_surf = np.sum((multiplicity * second_moment)[2:])
assert abs(mu2_bulk - 12 * bond) < 1e-10 and abs(mu2_surf - 8 * bond) < 1e-10

# ---------- Fermi level and densities of states (both spins) ------------------
bulk_count = 2 * multiplicity[:2] @ cumulative[:2]
surf_count = 2 * multiplicity[2:] @ cumulative[2:]
bulk_dos = 2 * multiplicity[:2] @ ldos[:2]
surf_dos = 2 * multiplicity[2:] @ ldos[2:]
fermi = np.interp(ELECTRONS, bulk_count, edges)
dos_fermi = np.interp(fermi, energy, bulk_dos)
surf_fermi = np.interp(fermi, energy, surf_dos)
surf_electrons = np.interp(fermi, edges, surf_count)
slab_electrons = 2 * sum(
    m * c[np.searchsorted(e, fermi)]
    for m, (e, c) in zip(multiplicity[2:], direct_cumulative[2:]))


def window_average(E):
    return (np.interp(E + HALF_WINDOW, edges, bulk_count)
            - np.interp(E - HALF_WINDOW, edges, bulk_count)) / (2 * HALF_WINDOW)


def direct_window(ev, d_weight, spin, E):
    inside = np.abs(ev - E) < HALF_WINDOW
    return spin * np.sum(d_weight[inside]) / (nk * 2 * HALF_WINDOW)


def summary(ev, d_weight, spin, electrons):
    level = np.sort(ev.ravel())[int(electrons * nk / spin)]
    return (level, direct_window(ev, d_weight, spin, level),
            spin * np.sum(d_weight[ev < level]) / nk)


base = summary(e_bulk, np.ones_like(e_bulk), 2, ELECTRONS)
assert abs(base[0] - fermi) < 0.1

# ---------- size of neglected effects -----------------------------------------
e_second = np.linalg.eigvalsh(bloch(k_bulk, near + second))
with_second = summary(e_second, np.ones_like(e_second), 2, ELECTRONS)

S_LEVEL, SS_SIGMA, SD_SIGMA = 6.0, -0.9, -0.7    # eV, rough
sd_hops = []
for R, T in near:
    d = R / np.linalg.norm(R)
    axial = np.sqrt(1.5) * (np.outer(d, d) - np.eye(3) / 3)
    big = np.zeros((6, 6))
    big[:5, :5], big[5, 5] = T, SS_SIGMA
    big[:5, 5] = big[5, :5] = SD_SIGMA * np.einsum('iab,ab->i', Q, axial)
    sd_hops.append((R, big))
H_sd = bloch(k_bulk, sd_hops)
H_sd[:, 5, 5] += S_LEVEL
e_sd, v_sd = np.linalg.eigh(H_sd)
with_s = summary(e_sd, np.sum(v_sd[:, :5, :]**2, axis=1), 2, ELECTRONS + 1)

SPIN_ORBIT = 0.15                                # eV, rough
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[k], pauli[k] / 2) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(LS), [-1.5] * 4 + [1.0] * 6)
H_so = (H_bulk[:, :, None, :, None] * np.eye(2)[None, None, :, None, :]
        ).reshape(nk, 10, 10) + SPIN_ORBIT * LS
e_so = np.linalg.eigvalsh(H_so)
with_so = summary(e_so, np.ones_like(e_so), 1, ELECTRONS)

kT = const.k * TEMPERATURE / const.e
thermal = 1 / (4 * kT * np.cosh((energy - fermi) / (2 * kT))**2)
thermal_dos = np.sum((2 * multiplicity[:2] @ weights[:2]) * thermal)
MASS_U, DEBYE = 102.9, 480.0                     # Debye temperature: rough
u_x = np.sqrt(3 * const.hbar**2 * TEMPERATURE
              / (MASS_U * const.atomic_mass * const.k * DEBYE**2))
hop_spread = 5 * np.sqrt(2) * u_x / (LATTICE_NM * 1e-9 / np.sqrt(2))
surface_shift = (surf_electrons - ELECTRONS) / surf_fermi

# ---------- report ------------------------------------------------------------
print(f'levels N = {N}; d electrons per atom = {ELECTRONS}')
print(f'dd sigma, pi, delta = {SIGMA}, {PI_BOND}, {DELTA} eV')
for s in (0, 1):
    for name, values in zip(('a_0..', 'b_1..'), chains[s]):
        for part in (0, 6):
            print(labels[s], name if part == 0 else '  ...',
                  ' '.join(f'{v:.4f}' for v in values[part:part + 6]), 'eV')
print(f'tail a = {a_tail:.4f} eV, b = {b_tail:.4f} eV, least b = {b_min:.4f} eV')
print(f'tail band {a_tail-2*b_tail:.3f} to {a_tail+2*b_tail:.3f} eV')
print(f'Bloch band {bottom:.3f} to {top:.3f} eV, width {top-bottom:.3f} eV')
print('chain: moment error 0..2N, error 2N+1, count error, largest bound')
for s in range(6):
    print(f'{labels[s]}: {moment_error[s]:.1e} {next_error[s]:.1e} '
          f'{count_error[s]:.4f} {count_bound[s]:.4f}')
print(f'bulk t2g mu_4: LDOS {mu4_ours:.6f}, Bloch {mu4_direct:.6f} eV^4')
print(f'least LDOS, all chains, edges cut: {by_fraction.min():.2e} /eV')
print(f'least value, truncated series, bulk t2g: {series_min:.2e} /eV')
print(f'narrow tail b = {b_narrow:.4f} eV on {labels[worst]}:')
print(f'  split-off states {narrow_count}, weight {narrow_weight:.5f}, '
      f'band weight {narrow_band:.5f}')
print(f'summed mu_2: bulk {mu2_bulk:.4f}, surface {mu2_surf:.4f} eV^2')
print(f'rms width ratio surface/bulk = {np.sqrt(mu2_surf/mu2_bulk):.4f}')
print('E (eV): bulk LDOS, bulk mean, Bloch mean, surface LDOS (/eV/atom)')
for E in range(-4, 3):
    print(f'{E:3d}: {np.interp(E, energy, bulk_dos):.3f} {window_average(E):.3f} '
          f'{direct_window(e_bulk, np.ones_like(e_bulk), 2, E):.3f} '
          f'{np.interp(E, energy, surf_dos):.3f}')
print(f'half window of the means = {HALF_WINDOW} eV')
print(f'Fermi level: recursion {fermi:.4f}, Bloch {base[0]:.4f} eV')
print(f'DOS at Fermi level: bulk {dos_fermi:.3f}, surface {surf_fermi:.3f} /eV/atom')
print(f'mean DOS there: recursion {window_average(fermi):.3f}, '
      f'Bloch {base[1]:.3f} /eV/atom')
print(f'surface d electrons: recursion {surf_electrons:.3f}, slab {slab_electrons:.3f}')
print(f'surface level shift for neutrality, rigid estimate {surface_shift:.3f} eV')
print(f'surface atoms in a {FILM_NM} nm film: {100*LATTICE_NM/FILM_NM:.1f} % '
      f'(a = {LATTICE_NM} nm)')
print('neglected effects: Fermi level (eV), mean d DOS (/eV/atom)')
print(f'  second neighbours: {with_second[0]:.3f}, {with_second[1]:.3f}')
print(f'  s band: {with_s[0]:.3f}, {with_s[1]:.3f}; d electrons {with_s[2]:.3f}')
print(f'    s level {S_LEVEL}, ss {SS_SIGMA}, sd {SD_SIGMA} eV; 9 electrons in all')
print(f'  spin-orbit {SPIN_ORBIT} eV: {with_so[0]:.3f}, {with_so[1]:.3f}')
print(f'  {TEMPERATURE:.0f} K: kT = {kT:.4f} eV, thermal DOS {thermal_dos:.3f} /eV/atom')
print(f'  vibration (Debye {DEBYE:.0f} K): {u_x*1e12:.2f} pm per axis, '
      f'hopping spread {100*hop_spread:.1f} %')
print('finished without a failed check')
```

Running it gives:

```
levels N = 12; d electrons per atom = 8
dd sigma, pi, delta = -0.84, 0.56, -0.14 eV
bulk t2g a_0.. 0.0000 -0.4552 -0.6926 -1.0632 -0.7065 -0.8651 eV
bulk t2g   ... -0.7188 -0.8390 -0.7165 -0.7888 -0.6838 -0.7039 eV
bulk t2g b_1.. 1.8626 1.5655 1.8637 1.7072 1.7173 1.8260 eV
bulk t2g   ... 1.7792 1.7454 1.8248 1.7921 1.8184 1.8443 eV
bulk eg a_0.. 0.0000 -0.4009 -0.6083 -0.5121 -0.5285 -0.5207 eV
bulk eg   ... -0.4378 -0.6152 -0.4607 -0.6715 -0.5300 -0.6331 eV
bulk eg b_1.. 1.7402 1.6235 1.7612 1.7590 1.7217 1.7772 eV
bulk eg   ... 1.7910 1.7310 1.8026 1.7867 1.8288 1.8297 eV
tail a = -0.6655 eV, b = 1.8435 eV, least b = 1.8252 eV
tail band -4.352 to 3.021 eV
Bloch band -4.340 to 3.010 eV, width 7.350 eV
chain: moment error 0..2N, error 2N+1, count error, largest bound
bulk t2g: 2.8e-16 6.5e-03 0.0055 0.1498
bulk eg: 2.8e-16 3.8e-03 0.0045 0.1561
surf xy: 3.7e-16 6.7e-03 0.0083 0.1644
surf yz,zx: 3.3e-16 2.1e-03 0.0145 0.1994
surf x2-y2: 3.6e-16 1.8e-03 0.0086 0.1838
surf 3z2-r2: 4.9e-16 2.8e-03 0.0159 0.2208
bulk t2g mu_4: LDOS 21.256113, Bloch 21.256113 eV^4
least LDOS, all chains, edges cut: 4.39e-07 /eV
least value, truncated series, bulk t2g: -3.22e-02 /eV
narrow tail b = 1.6010 eV on bulk t2g:
  split-off states 4, weight 0.06669, band weight 0.93331
summed mu_2: bulk 16.4640, surface 10.9760 eV^2
rms width ratio surface/bulk = 0.8165
E (eV): bulk LDOS, bulk mean, Bloch mean, surface LDOS (/eV/atom)
 -4: 0.139 0.155 0.154 0.021
 -3: 0.674 0.677 0.672 0.351
 -2: 1.790 1.805 1.855 1.710
 -1: 1.196 1.205 1.183 1.801
  0: 1.686 1.658 1.632 3.074
  1: 1.940 1.926 1.912 2.390
  2: 1.945 1.985 1.968 1.632
half window of the means = 0.15 eV
Fermi level: recursion 1.8703, Bloch 1.8679 eV
DOS at Fermi level: bulk 1.929, surface 1.807 /eV/atom
mean DOS there: recursion 1.942, Bloch 1.943 /eV/atom
surface d electrons: recursion 8.942, slab 8.937
surface level shift for neutrality, rigid estimate 0.521 eV
surface atoms in a 5.0 nm film: 7.6 % (a = 0.38 nm)
neglected effects: Fermi level (eV), mean d DOS (/eV/atom)
  second neighbours: 1.810, 1.852
  s band: 2.260, 2.692; d electrons 8.627
    s level 6.0, ss -0.9, sd -0.7 eV; 9 electrons in all
  spin-orbit 0.15 eV: 1.877, 1.937
  378 K: kT = 0.0326 eV, thermal DOS 1.936 /eV/atom
  vibration (Debye 480 K): 4.82 pm per axis, hopping spread 12.7 %
finished without a failed check
```
